# Laser-Flash Half-Rise Time of a 1 mm Silicon Slab: a numerical check

```python
# Result under test: an ideal laser flash on an insulated slab gives
#   t_half = 0.1388 L^2 / alpha, about 1.6 ms for 1 mm of silicon.
# L: thickness; alpha: diffusivity; t_half: time at which the rear face
# reaches half its final temperature rise; V: rear rise / final rise.
# Internal units: mm, ms, mJ, K (so 1 mJ/ms = 1 W).
import numpy as np
from scipy.constants import sigma
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

L = 1.0
alpha_cm2_s = 0.89
alpha = alpha_cm2_s * 100.0 / 1000.0      # mm^2/ms
heat_capacity = 1.66                      # mJ/(mm^3 K), rough silicon value
conductivity = alpha * heat_capacity      # W/(mm K)


def rear_series(t):
    n = np.arange(1, 81)
    return 1 + 2 * np.sum((-1.0)**n * np.exp(-n**2 * np.pi**2 * alpha * t / L**2))


def rear_images(t):
    odd = 2 * np.arange(0, 40) + 1
    total = np.sum(np.exp(-(odd * L)**2 / (4 * alpha * t)))
    return 2 * L / np.sqrt(np.pi * alpha * t) * total


def layered_rear(widths, k, c, loss=0.0):
    """Rear curve of a finite-volume stack heated in its first cell."""
    capacity = c * widths
    half_resistance = widths / (2 * k)
    link = 1 / (half_resistance[:-1] + half_resistance[1:])
    diagonal = np.zeros(len(widths))
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[0] += loss
    diagonal[-1] += loss
    off = -link / np.sqrt(capacity[:-1] * capacity[1:])
    rates, modes = eigh_tridiagonal(diagonal / capacity, off)
    weights = modes[0] * modes[-1] / np.sqrt(capacity[0] * capacity[-1])
    weights = weights * capacity.sum()
    return lambda t: float(np.sum(weights * np.exp(-rates * t)))


def half_time(curve, peak=1.0):
    return brentq(lambda t: curve(t) - peak / 2, 0.4, 10.0, xtol=1e-12)


# Ideal slab: series, image sum and direct diagonalization
t_half = half_time(rear_series)
omega = np.pi**2 * alpha * t_half / L**2
prefactor = alpha * t_half / L**2
q_two = 0.25
for _ in range(30):
    q_two = 0.25 + q_two**4
omega_two = -np.log(q_two)
t_one = np.log(4) * L**2 / (np.pi**2 * alpha)
cells = 400
widths = np.full(cells, L / cells)
k_slab = np.full(cells, conductivity)
c_slab = np.full(cells, heat_capacity)
direct = layered_rear(widths, k_slab, c_slab)
t_direct = half_time(direct)
for t in (0.3, 0.7, 1.5, 3.0, 6.0):
    assert abs(rear_series(t) - rear_images(t)) < 1e-11
    assert abs(rear_series(t) - direct(t)) < 1e-4
assert abs(t_direct / t_half - 1) < 1e-4
assert abs(omega_two - omega) < 1e-4
assert abs(0.1388 * L**2 / alpha / t_direct - 1) < 5e-4
assert round(t_direct, 1) == 1.6
curve_grid = [rear_series(t) for t in np.linspace(0.2, 12, 1500)]
assert np.all(np.diff(curve_grid) > 0)

# Thickness error, checked on a slab that is really thicker
thicker = layered_rear(widths * 1.01, k_slab, c_slab)
thickness_shift = half_time(thicker) / t_direct - 1
assert abs(thickness_shift - 0.0201) < 1e-4

# Square pulse; time is counted from the start of the pulse
pulse = 0.3


def pulsed_rear(t):
    return quad(rear_series, t - pulse, t, epsabs=1e-11)[0] / pulse


t_pulse = brentq(lambda t: pulsed_rear(t) - 0.5, 1.0, 4.0)
pulse_shift = t_pulse - t_half
assert abs(pulse_shift - pulse / 2) < 0.02 * pulse

# Bare silicon: exponential single-pass absorption, rear rise at time zero
depth = 1.0
absorbed_mean = quad(lambda x: np.exp(-x / depth), 0, L)[0] / L
initial_rear = np.exp(-L / depth) / absorbed_mean
assert initial_rear > 0.5

# Graphite coatings on both faces
coat = 0.005
coat_capacity = 1.0                       # mJ/(mm^3 K), rough
coat_conductivity = 0.001                 # W/(mm K), rough
coat_cells = 20
coat_widths = np.full(coat_cells, coat / coat_cells)
stack_widths = np.concatenate([coat_widths, widths, coat_widths])


def coated_half_time(k_coat, c_coat):
    ones = np.ones(coat_cells)
    k = np.concatenate([k_coat * ones, k_slab, k_coat * ones])
    c = np.concatenate([c_coat * ones, c_slab, c_coat * ones])
    return half_time(layered_rear(stack_widths, k, c))


t_silicon_coat = coated_half_time(conductivity, heat_capacity)
assert abs(t_silicon_coat / (t_half * (1 + 2 * coat / L)**2) - 1) < 1e-4
t_coated = coated_half_time(coat_conductivity, coat_capacity)
coat_shift = t_coated / t_direct - 1
assert coat_shift > 0

# Heat loss from both faces: black-body radiation plus rough convection
base_temperature = 300.0
loss_SI = 4 * sigma * base_temperature**3 + 5.0
loss = loss_SI * 1e-6                     # W/(mm^2 K)
biot = loss * L / conductivity
lossy = layered_rear(widths, k_slab, c_slab, loss)
best = minimize_scalar(lambda t: -lossy(t), bounds=(3, 60), method="bounded")
loss_shift = half_time(lossy, -best.fun) / t_direct - 1
assert -1e-3 < loss_shift < 0

# Diffusivity falling with temperature, at constant heat capacity
exponent = 1.7                            # rough, silicon at 300 to 400 K
final_rise = 2.0


def nonlinear_half_time(power):
    count = 100
    dx = L / count

    def rate(t, rise, heating):
        middle = base_temperature + (rise[1:] + rise[:-1]) / 2
        local_alpha = alpha * (middle / base_temperature)**(-power)
        flow = local_alpha * (rise[:-1] - rise[1:]) / dx**2
        change = np.zeros(count)
        change[:-1] -= flow
        change[1:] += flow
        change[0] += heating
        return change

    options = dict(method="LSODA", rtol=1e-8, atol=1e-9, lband=1, uband=1)
    source = final_rise * count / pulse
    first = solve_ivp(rate, (0, pulse), np.zeros(count), args=(source,), **options)
    assert first.success
    second = solve_ivp(rate, (pulse, 4.0), first.y[:, -1], args=(0.0,),
                       dense_output=True, **options)
    assert second.success
    assert abs(second.y[:, -1].mean() / final_rise - 1) < 1e-5
    front_peak = first.y[0, -1]
    t = brentq(lambda s: second.sol(s)[-1] - final_rise / 2, 0.6, 3.9)
    return t, front_peak


t_constant, _ = nonlinear_half_time(0.0)
t_varying, front_peak = nonlinear_half_time(exponent)
assert abs(t_constant / t_pulse - 1) < 2e-3
warming_shift = t_varying / t_constant - 1
assert 0 < warming_shift < 0.05

hot_temperature = 400.0
alpha_hot = alpha_cm2_s * (hot_temperature / base_temperature)**(-exponent)
hot_slab = layered_rear(widths, k_slab * alpha_hot / alpha_cm2_s, c_slab)
t_hot = half_time(hot_slab)
assert abs(t_hot * alpha_hot / (t_half * alpha_cm2_s) - 1) < 1e-4

print(f"slab thickness: {L:.2f} mm")
print(f"diffusivity: {alpha_cm2_s:.2f} cm2/s")
print(f"L^2/alpha: {L**2 / alpha:.3f} ms")
print(f"one-term dimensionless time ln 4: {np.log(4):.4f}")
print(f"one-term half-rise time: {t_one:.4f} ms")
print(f"two-term root q: {q_two:.5f}")
print(f"two-term dimensionless time: {omega_two:.5f}")
print(f"full-series dimensionless time: {omega:.5f}")
print(f"prefactor alpha*t_half/L^2: {prefactor:.5f}")
print(f"ideal half-rise time, series: {t_half:.4f} ms")
print(f"ideal half-rise time, finite volumes: {t_direct:.4f} ms")
for t in (0.5, 1.0, 2.0, 3.0, 5.0):
    print(f"rear rise / final rise at {t:.1f} ms: {rear_series(t):.4f}")
print(f"time shift for 1 percent more thickness: {100 * thickness_shift:.2f} %")
print(f"square pulse duration: {pulse:.2f} ms")
print(f"half-rise time from pulse start: {t_pulse:.4f} ms")
print(f"pulse delay: {pulse_shift:.4f} ms = {100 * pulse_shift / t_half:.1f} %")
print(f"bare-silicon absorption depth, rough: {depth:.1f} mm")
print(f"bare-silicon initial rear / final rise: {initial_rear:.3f}")
print(f"graphite thickness on each face: {1000 * coat:.1f} um")
print(f"graphite conductivity, rough: {1000 * coat_conductivity:.1f} W/(m K)")
print(f"graphite heat capacity, rough: {coat_capacity:.1f} J/(cm3 K)")
print(f"silicon heat capacity, rough: {heat_capacity:.2f} J/(cm3 K)")
print(f"silicon conductivity: {1000 * conductivity:.1f} W/(m K)")
print(f"half-rise time with coatings, instant pulse: {t_coated:.4f} ms")
print(f"coating time shift: {100 * coat_shift:.2f} %")
print(f"surface heat-transfer coefficient: {loss_SI:.2f} W/(m2 K)")
print(f"Biot number: {biot:.2e}")
print(f"heat-loss time shift: {100 * loss_shift:.4f} %")
print(f"base temperature: {base_temperature:.0f} K")
print(f"final temperature rise: {final_rise:.1f} K")
print(f"front-cell rise at pulse end: {front_peak:.1f} K")
print(f"diffusivity temperature exponent, rough: {exponent:.1f}")
print(f"self-heating time shift: {100 * warming_shift:.2f} %")
print(f"estimated diffusivity at {hot_temperature:.0f} K: {alpha_hot:.3f} cm2/s")
print(f"ideal half-rise time at {hot_temperature:.0f} K: {t_hot:.3f} ms")
print("every check passed")
```

Running it gives:

```
slab thickness: 1.00 mm
diffusivity: 0.89 cm2/s
L^2/alpha: 11.236 ms
one-term dimensionless time ln 4: 1.3863
one-term half-rise time: 1.5782 ms
two-term root q: 0.25417
two-term dimensionless time: 1.36974
full-series dimensionless time: 1.36976
prefactor alpha*t_half/L^2: 0.13879
ideal half-rise time, series: 1.5594 ms
ideal half-rise time, finite volumes: 1.5594 ms
rear rise / final rise at 0.5 ms: 0.0194
rear rise / final rise at 1.0 ms: 0.2279
rear rise / final rise at 2.0 ms: 0.6566
rear rise / final rise at 3.0 ms: 0.8566
rear rise / final rise at 5.0 ms: 0.9752
time shift for 1 percent more thickness: 2.01 %
square pulse duration: 0.30 ms
half-rise time from pulse start: 1.7120 ms
pulse delay: 0.1526 ms = 9.8 %
bare-silicon absorption depth, rough: 1.0 mm
bare-silicon initial rear / final rise: 0.582
graphite thickness on each face: 5.0 um
graphite conductivity, rough: 1.0 W/(m K)
graphite heat capacity, rough: 1.0 J/(cm3 K)
silicon heat capacity, rough: 1.66 J/(cm3 K)
silicon conductivity: 147.7 W/(m K)
half-rise time with coatings, instant pulse: 1.6031 ms
coating time shift: 2.81 %
surface heat-transfer coefficient: 11.12 W/(m2 K)
Biot number: 7.53e-05
heat-loss time shift: -0.0142 %
base temperature: 300 K
final temperature rise: 2.0 K
front-cell rise at pulse end: 13.7 K
diffusivity temperature exponent, rough: 1.7
self-heating time shift: 1.05 %
estimated diffusivity at 400 K: 0.546 cm2/s
ideal half-rise time at 400 K: 2.543 ms
every check passed
```
